Choosing the number of spatial domains in recursive Green's-function calculations

**What the setting costs and when it pays**

In a quantum-transport calculation, several processors can share one energy point by dividing the device along the transport direction. The setting is the number of processors that do so. Let the device have N slices, each described by an m×m block, and let P processors each take one domain. Adjacent domains are separated by one slice, so there are P−1 separators. Count one matrix product or inversion as one unit of work. For domains of equal length and P ≥ 3, the time is

T(P) = 13M/P + (7+κ)P − 25 − κ,  M = N+1,

where κ is the communication time per separator in the same unit. One processor needs 6N−5 = 6M−11 units.

For a long chain at fixed P and κ, the break-even number against one processor is 13/6, so three processors gain. Two processors are a special case: they work inward from the two ends, do no redundant work and nearly halve the time. Against them the break-even number for equal domains is 13/3. Three or four equal domains are therefore slower than two, and equal division pays from five processors onward if the chain is long enough. Longer end domains change this: three processors can then beat two.

These counts belong to the algorithm derived below. They are not lower bounds on every possible algorithm.

**The matrix and the serial sweep**

The retarded Green's function is G = A⁻¹, with

A = E − H − Σ.

Here H is the device Hamiltonian and Σ contains the lead self-energies, which act on the first and last slices. The orbitals are orthonormal and couple only within a slice or between adjacent slices, so A is block tridiagonal. The wanted output is every diagonal block G_ii, which gives the local density of states.

Both the serial and the partitioned method rest on one elimination. Consider

a x + b y = u,  c x + d y = v.

If a is invertible, the first equation gives x = a⁻¹(u − b y). Inserting this in the second gives

(d − c a⁻¹ b) y = v − c a⁻¹ u.

With X = (d − c a⁻¹ b)⁻¹, the solution is

y = X v − X c a⁻¹ u,
x = (a⁻¹ + a⁻¹ b X c a⁻¹) u − a⁻¹ b X v.

Thus X is the lower diagonal block of the inverse, and the bracket multiplying u is the upper one. The matrix d − c a⁻¹ b is the Schur complement: it describes the retained part with the eliminated part included exactly.

Let g_i be the last diagonal block of the inverse of slices 1 to i alone. Eliminating slices 1 to i−1 gives

g_i = (A_ii − A_{i,i−1} g_{i−1} A_{i−1,i})⁻¹,  g_1 = A_11⁻¹.

Only g_{i−1} appears because slice i touches only slice i−1 of the eliminated part. Now let a contain slices 1 to i and d the rest. The last diagonal block of the bracket gives

G_ii = g_i + g_i A_{i,i+1} G_{i+1,i+1} A_{i+1,i} g_i,  G_NN = g_N.

The forward sweep needs N inversions. Each of its N−1 links needs one product for L_i = A_{i+1,i} g_i and one for L_i A_{i,i+1}. On the way back L_i is reused, and three products per link form g_i A_{i,i+1}, multiply it by G_{i+1,i+1}, and multiply the result by L_i. Hence

W_serial = N + 5(N−1) = 6N − 5.

An inversion by Gauss–Jordan elimination uses m³ multiplications or divisions, as many as a product. Additions are neglected. Since real inversion routines may run more slowly than products, the effect of a different weight is derived below.

**Reducing a domain to its separators**

All domains can be eliminated at the same time. Take an interior domain with slices 1 to n, left separator s and right separator t. When slice i is eliminated, it is coupled to slice i+1 and, through earlier eliminations, to s. Let d_i be its current diagonal block, C_i the coupling block in row s and column i, and B_i the one in row i and column s. Define

X_i = C_i d_i⁻¹,  Y_i = A_{i+1,i} d_i⁻¹.

The Schur complement subtracts (coupling to i) d_i⁻¹ (coupling from i) from each pair of remaining neighbours. Since s and i+1 had no direct coupling before this step,

ρ ← ρ + X_i B_i,
C_{i+1} = −X_i A_{i,i+1},
B_{i+1} = −Y_i B_i,
d_{i+1} = A_{i+1,i+1} − Y_i A_{i,i+1}.

The start is d_1 = A_11, C_1 = A_s1, B_1 = A_1s and ρ = 0. At i = n, the index i+1 means t. The final ρ is the self-energy that the domain exerts on s; λ = Y_n A_nt is the one it exerts on t; the final C and B couple the two separators directly.

One slice costs one inversion and six products: X_i, Y_i and the four products in the updates. The reduction costs 7n.

An end domain touches one separator. It needs no fill-in coupling, and elimination towards that separator costs one inversion and two products per slice, or 3n. This difference between 7n and 3n, together with the more expensive recovery of interior domains derived below, is why two domains behave differently from three.

**Solving the separators**

The remaining matrix S has P−1 blocks and is again block tridiagonal. Number its blocks by k. With A_kk the original block of separator k, and λ_k and ρ_k the self-energies from the domains on its left and right, sweep from left to right with

q_k = A_kk − λ_k − S_{k,k−1} f_{k−1} S_{k−1,k},
f_k = (q_k − ρ_k)⁻¹.

The last term of q_k is absent for k = 1. A backward sweep with f_k gives the full G at every separator.

The next domain also needs the Green's function of separator k connected to its left side alone. This is q_k⁻¹, not f_k, because f_k already contains ρ_k from the right. An extra inversion is needed at the first P−2 separators, each of which precedes an interior domain. The count is

(P−1) + (P−2) + 5(P−2) = 7P − 13.

**Recovering the slices**

Inside an interior domain, the forward recursion starts from q_k⁻¹ at the left separator and the backward recursion from G at the right one. These are the boundary values of the serial sweep, so the recursion reproduces its left-connected functions and its diagonal blocks. The forward part costs 3n. The backward part costs 3n plus one product for L_n at the right separator, so recovery costs 6n+1.

End domains have already computed the functions they need. The first uses the backward formula above. In the last, let h_i be the function connected to the right; by reflection,

G_ii = h_i + h_i A_{i,i−1} G_{i−1,i−1} A_{i−1,i} h_i.

Each costs 3n to recover, and 6n in total.

**Redundant work**

Let n_p be the length of domain p. Adding the phases gives

W_partitioned = 6(n_1+n_P) + Σ_int(13n_p+1) + 7P − 13,

where Σ_int runs over the P−2 interior domains. Since N = Σ_p n_p + P − 1, the serial work is

W_serial = 6 Σ_p n_p + 6P − 11.

In the difference, the end domains cancel. Each interior slice leaves 7, the unit terms give P−2, and the constants give (7P−13)−(6P−11) = P−2. Therefore

W_partitioned − W_serial = Σ_int(7n_p+2).

For P = 2 the sum is empty. With equal domains, n = M/P − 1, and the redundancy is

(P−2)(7M/P−5) = 7M − 5P − 14M/P + 10.

It first rises because more slices lie in interior domains, and falls beyond P = √(14M/5) because more slices become separators. Less redundant work need not mean less time, since the separator sweep is serial.

**Break-even numbers**

Let all processors finish each phase before the next begins. For equal domains and P ≥ 3, an interior domain is the slowest in both parallel phases. With κ units of communication per separator,

T = 7n + (7P−13) + (6n+1) + κ(P−1)
  = 13n + 7P − 12 + κ(P−1).

Substituting n = M/P − 1 gives the result stated at the start. For P = 2 both domains are end domains with n = M/2 − 1, so

T(2) = 3n + 1 + 3n + κ = 3M − 5 + κ.

The condition T(P) < 6M−11, multiplied by P > 0, is

(7+κ)P² − (6M+14+κ)P + 13M < 0.

Its solutions lie between two roots. For large M at fixed κ, the lower root follows from balancing the last two terms and tends to 13/6. The upper one follows from the first two terms and is approximately 6M/(7+κ). Above it, separator work and communication outweigh the gain. Since each domain needs at least one slice, P ≤ M/2; in a long chain this upper break-even is within reach only if κ is about 5 or more.

Against two processors, T(P) < T(2) becomes

(7+κ)P² − (3M+20+2κ)P + 13M < 0,

whose lower root tends to 13/3. For P = 3 the original inequality would require 4M/3+1+κ < 0, and for P = 4 it would require M/4+8+2κ < 0. Neither is possible. For P = 5 it requires

M > 37.5 + 7.5κ.

Treating P as continuous, dT/dP = −13M/P² + 7 + κ = 0 gives

P* = √[13M/(7+κ)],
T* = 2√[13(7+κ)M] − 25 − κ.

The best speedup within equal division thus grows only as √M: beyond P* the added separator work and communication cost more than shorter domains save.

If an inversion takes as long as w products, an interior slice costs (6+w)+(5+w) = 11+2w and a serial slice 5+w. Their ratio is

(11+2w)/(5+w) = 2 + 1/(5+w).

It lies between 2 and 2.2 for every w ≥ 0. The long-chain break-even against two processors is twice this ratio, between 4 and 4.4. The integer thresholds three and five therefore do not depend on the relative speed of inversion.

**Making the end domains longer**

End domains have less work per slice and should be longer. Let interior domains have n slices and end domains rn. Neglecting separators and communication, the speedup is

S = 6(P−2+2r) / [max(3r,7) + max(3r,6)].

For r ≤ 2 the denominator is 13, and S rises with r. For r ≥ 7/3 it is 6r, giving S = 2+(P−2)/r, which falls with r if P ≥ 3. Between these values it is 7+3r, and the derivative has the sign of

2(7+3r) − 3(P−2+2r) = 20 − 3P.

Consequently r = 7/3 is best for P < 20/3 and r = 2 for P > 20/3, with ideal speedups

S = (3P+8)/7 and S = 6(P+2)/13.

At P = 3 the first gives 17/7 ≈ 2.43, compared with 18/13 ≈ 1.38 for equal domains.

**When a regular device has a singular domain**

The reduction requires each pivot d_i to be invertible. An interior domain is cut off from the leads during this phase. At real energy its matrix is E−H_domain, which is singular if E is an eigenvalue of the isolated domain. The same can happen for its first i slices. The complete device may still have a perfectly regular G. An end domain keeps its lead, which normally broadens its states. If that lead has no open mode at E, as in a band gap, it provides no broadening, and an end domain or the serial sweep can meet nearly singular pivots too. The same happens with open modes in a long, strongly disordered device, where states localized far from the lead are broadened only by an exponentially small amount. The size of their corrections L_i A_{i,i+1}, or the mirror-image ones, should then be checked as well.

Near an eigenvalue of the complete domain, the final self-energies ρ and λ and the final fill-in couplings become large. If δ is the distance to the eigenvalue and v² the weight of the state on one site at the domain edge, their matrix elements are of order K ≈ t²v²/|δ|, with t the coupling to the separator. The sweep then forms S_{k,k−1} f_{k−1} S_{k−1,k}, with two large factors. A rounding error ε/t in f can become an error of order εK²/t. This is an estimate of the mechanism, not a bound. If only the first i slices are nearly singular, the large values appear during the elimination and cancel in later steps. Accuracy is lost in the same way, although the final ρ, λ and couplings can look ordinary.

A complex energy E+iη with η > 0 removes the singularity. For an isolated domain with Hermitian H and any vector x,

|x†(E+iη−H)x| ≥ η x†x.

The left side is at most |x| times |(E+iη−H)x|, so the inverse has norm at most 1/η. The same holds for every leading part of the domain. Energies well above the real axis, as on a complex integration contour, are therefore safer for partitioning. Adding η to a real-energy transmission calculation, however, changes the physical problem. Moving a separator changes the isolated spectra without changing A. Since the elimination starts at the left separator, only moving that separator changes the spectra of the first i slices; moving the right one changes where the domain ends but leaves the earlier pivots as they were.

**A disordered ribbon**

The test system is a square-lattice ribbon, 6 sites wide and 119 slices long, with hopping amplitude t. Site energies are drawn uniformly from an interval of width 0.6 t, a flux of 0.02 flux quanta threads each device cell, and the two leads are clean. The energy is 0.5 t. Independent electrons at fixed potential are assumed. Times below are operation counts along the slowest path, not measured parallel running times.

The serial sweep uses 590 products and 119 inversions, or 709 units. For five equal domains, M = 120 and n = 120/5−1 = 23. The redundant work is

3(7×23+2) = 489 units,

and without communication

T(5) = 13×120/5 + 7×5 − 25 = 322 units.

The speedup is 709/322 = 2.20. Two processors need 355 units and reach 2.00; three and four equal domains reach only 1.37 and 1.80. The optimum formula gives P* = 14.9, and the best tabulated division is P = 15, with a speedup of 3.85.

With κ = 8, five processors need 322+8×4 = 354 units against 363 for two, a marginal gain. The continuous optimum moves to 10.2, and ten processors give a speedup of 2.60. The upper break-even against one processor is 47.3; at P = 60 the speedup is 0.79, a slowdown. Without communication the upper root is 102.7, beyond the geometric limit of 60.

For balanced P = 3, end domains of 48 slices and an interior one of 21 give

max(144,147) + 8 + max(144,127) = 299 units,

a speedup of 2.37, better than two processors. For P = 10, lengths 19 and 9 give 4.01 rather than the 3.53 of equal domains. The ideal value 72/13 ≈ 5.54 is not reached: the neglected separator sweep takes 57 of the 177 units.

The diagonal blocks also give the transmission. Define Γ = i(Σ−Σ†). For real E and Hermitian H, (G⁻¹)†−G⁻¹ = Σ−Σ† = −iΓ. Multiplication by G on the left and G† on the right gives

i(G−G†) = GΓG†.

Its first diagonal block contains a left-lead and a right-lead term. Isolating the latter and tracing with Γ_L gives

𝒯 = Tr Γ_L[i(G_11−G_11†) − G_11Γ_LG_11†].

This equals Tr Γ_L G_1N Γ_R G_1N†. Both expressions give 2.391 here. Without disorder and flux the transmission is 5, the number of open modes.

The partitioned G agrees with dense inversion to within 7.2×10⁻⁹/t over all tabulated equal divisions. At an energy 10⁻¹¹ t from an eigenvalue of the isolated middle domain, the result is very different. The serial error is 7.3×10⁻¹⁵/t, but three domains of 39 slices give an error of 7.1/t: the result is useless. For a state spread evenly over the domain's 234 sites, v² ≈ 1/234 and K ≈ 4×10⁸ t. With ε ≈ 2×10⁻¹⁶, εK²/t is some tens of t, large enough to destroy the result. Changing the lengths to 38, 40 and 39 reduces the error to 5.1×10⁻¹³/t. The 7.2×10⁻⁹/t has a related origin. It occurs for P = 40, where the first slice of one two-slice domain is close to singular on its own. Eliminating that slice produces values of about 2.6×10³ t, which largely cancel when the second slice is eliminated. Here εK²/t is about 10⁻⁹ t, the right order of magnitude, but the error arises within the reduction rather than in the separator sweep.

**Choosing the setting**

If many energies or transverse wavevectors are needed, distribute processors over those independent calculations first, provided each fits in memory. Their arithmetic is not duplicated. Use spatial domains for processors that remain, or when one processor cannot hold the device.

For one energy point, start with two domains and the separator near the middle. With three or more, make the end domains between 2 and 7/3 times as long as the interior ones if an inversion costs one to two products. For an inversion weight w the two limits are (6+w)/(2+w) and (5+w)/3, for example 5/3 and 3 at w = 4. If the division must be equal, skip three and four, and use five or more only when M > 37.5+7.5κ for five, or when the quadratic condition against two processors holds for a larger P. Estimate κ by timing the communication per separator and dividing by the time of one block product. Then test values near P* for equal domains. With end domains twice as long, an interior domain has about M/(P+2) slices instead of M/P, so the optimum lies near P*−2. Going far beyond it wastes processors and can lengthen the calculation.

At real energies, check the size of ρ, C_i, B_i and Y_i A_{i,i+1} after every elimination step, not only at the end of the domain. If any of them greatly exceeds the ordinary block couplings, move the left separator of that domain, where its elimination starts, and compare the diagonal blocks. Agreement between two different partitions is a more useful check than a smooth transmission curve, because the transmission formula above uses only the first diagonal block, while the comparison covers every slice.

The counts assume equal block sizes and equal processors. For unequal blocks, balance the sum of the actual product and inversion costs rather than the number of slices. For very small blocks, additions, memory traffic and start-up times can dominate; the break-even number must then be measured. The numerical output below lists the complete set of divisions.

Computed results

```
Blocks N = 119, block size m = 6 sites
Energy = 0.5 t, disorder width = 0.6 t, flux = 0.02 flux quanta per cell
Multiplications in one 6x6 inversion = 216
Serial: 590 products, 119 inversions, work 709 units
Largest error of partitioned G = 7.2e-09 1/t
Transmission: first block 2.391250, dense formula 2.391250
Clean-wire transmission = 5.000000, open modes = 5
Density of states of middle slice = 1.00360 states/t
Equal domains; work and times in block operations:
P, n, total work, redundant work, time(k=0), speedup, time(k=8), speedup
 2  59   709    0  355 1.997  363 1.953
 3  39   984  275  516 1.374  532 1.333
 4  29  1119  410  393 1.804  417 1.700
 5  23  1198  489  322 2.202  354 2.003
 6  19  1249  540  277 2.560  317 2.237
 8  14  1309  600  226 3.137  282 2.514
10  11  1341  632  201 3.527  273 2.597
12   9  1359  650  189 3.751  277 2.560
15   7  1372  663  184 3.853  296 2.395
20   5  1375  666  193 3.674  345 2.055
24   4  1369  660  208 3.409  392 1.809
30   3  1353  644  237 2.992  469 1.512
40   2  1317  608  294 2.412  606 1.170
60   1  1231  522  421 1.684  893 0.794
kappa = 0 block operations per separator:
  break-even roots against P=1: 2.170, 102.687
  break-even roots against P=2: 4.474, 49.812
  continuous optimum P = 14.93, best tabulated P = 15
kappa = 8 block operations per separator:
  break-even roots against P=1: 2.200, 47.266
  break-even roots against P=2: 4.819, 21.581
  continuous optimum P = 10.20, best tabulated P = 10
Long-chain break-even ratios: 2.1667 (P=1), 4.3333 (P=2)
Inversion weight 0.5: ratio 2.1818, first P beating P=2: 5
Inversion weight 1: ratio 2.1667, first P beating P=2: 5
Inversion weight 2: ratio 2.1429, first P beating P=2: 5
Inversion weight 4: ratio 2.1111, first P beating P=2: 5
Balanced P=3: end n=48, interior n=21, time 299, speedup 2.371
Balanced P=5: end n=35, interior n=15, time 232, speedup 3.056
Balanced P=10: end n=19, interior n=9, time 177, speedup 4.006
Near-singular energy = 0.49535647 t, offset = 1e-11 t
Errors there (1/t): serial 7.3e-15, domains [39, 39, 39] 7.1e+00
Error with domains [38, 40, 39] = 5.1e-13 1/t
```
